# Subthreshold recoils and nuclear stopping for a power-law cross section

An ion of mass $M_1$ and kinetic energy $E$ moves through a solid made of atoms of mass $M_2$. In each elastic collision it gives an atom, taken to be at rest, a recoil energy $T$. If $T$ is below the displacement threshold $T_d$, the atom stays on its site and its energy goes into lattice vibrations. If $T$ is larger, the atom leaves its site. This sharp threshold is a simplification.

Let $d\sigma$ be the cross section for a recoil energy between $T$ and $T+dT$. The nuclear stopping cross section is

$$S=\int T\,d\sigma ,$$

and in a random solid with $N$ atoms per volume the mean energy lost to nuclei per path length is $NS$. The problem asks how much of $S$ comes from recoils that displace nothing, for the power-law cross section

$$d\sigma=C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le T_{\max},\quad m<1, \tag{1}$$

where $C$ does not depend on $T$ or $E$.

## (a) Where does the power law come from, and what is $T_{\max}$?

*Find the greatest recoil energy. Then derive (1) for distant collisions in the repulsive potential $V=K/r^s$, with $s>1$.*

**Solution.** Let the ion's speed be $v$. The centre of mass moves at $V_c=M_1v/(M_1+M_2)$, so in the centre-of-mass frame the target atom arrives with speed $V_c$. An elastic collision turns its velocity through an angle $\theta$ without changing its speed. The velocity change has magnitude $2V_c\sin(\theta/2)$, and this is the atom's final speed in the laboratory, where it began at rest. With $E=M_1v^2/2$,

$$T=\tfrac12M_2\,4V_c^2\sin^2\tfrac{\theta}{2}=T_{\max}\sin^2\tfrac{\theta}{2},\qquad T_{\max}=\gamma E,\quad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}. \tag{2}$$

For a distant collision, treat the ion's path as a straight line at impact parameter $b$ and the atom as fixed while the force acts. The force is $sK/r^{s+1}$. Its component along the path cancels between approach and departure. The transverse component carries a factor $b/r$, so with $x=vt$ the atom receives the momentum

$$\Delta p=\frac{sKb}{v}\int_{-\infty}^{\infty}\frac{dx}{(b^2+x^2)^{s/2+1}} .$$

Put $x=b\tan u$. Then $dx=b\,du/\cos^2u$ and $b^2+x^2=b^2/\cos^2u$, so the integral is $b^{-s-1}\int_{-\pi/2}^{\pi/2}\cos^su\,du$. Hence

$$\Delta p=\frac{KG}{v\,b^s},\qquad G=s\int_{-\pi/2}^{\pi/2}\cos^su\,du .$$

Since $v^2=2E/M_1$,

$$T=\frac{(\Delta p)^2}{2M_2}=\frac{A}{E\,b^{2s}},\qquad A=\frac{M_1}{M_2}\frac{K^2G^2}{4}. \tag{3}$$

Closer collisions give larger recoils. The cross section for a recoil energy above $T$ is therefore the area of a disc of radius $b(T)$:

$$\sigma(>T)=\pi b^2=\pi\left(\frac{A}{ET}\right)^{1/s}.$$

The cross section per unit $T$ is minus the derivative of this decreasing function. With $m=1/s$,

$$\frac{d\sigma}{dT}=\pi m A^m E^{-m}T^{-1-m},$$

which is (1) with $C=\pi mA^m$. A steeper potential has a smaller $m$. The derivation needs $T\ll T_{\max}$, so using (1) up to $T_{\max}$ is an extrapolation. Part (g) gives its cost in one case.

## (b) What share of the stopping lies below $T_d$?

*Show that for $T_d\le T_{\max}$ the share is $(T_d/T_{\max})^{1-m}$.*

**Solution.** Weight each recoil by its energy and integrate up to $T_d$:

$$S(<T_d)=CE^{-m}\int_0^{T_d}T\,T^{-1-m}\,dT=CE^{-m}\left[\frac{T^{1-m}}{1-m}\right]_0^{T_d}.$$

Because $1-m>0$, the lower limit contributes zero, and

$$S(<T_d)=\frac{CE^{-m}}{1-m}\,T_d^{\,1-m}.$$

The total follows by replacing $T_d$ with $T_{\max}$:

$$S=\frac{CE^{-m}}{1-m}\,T_{\max}^{\,1-m}. \tag{4}$$

In the ratio the common factor cancels, leaving

$$F=\frac{S(<T_d)}{S}=\left(\frac{T_d}{T_{\max}}\right)^{1-m}. \tag{5}$$

If $T_d>T_{\max}$, no recoil reaches the threshold and $F=1$.

The strength $C$ has dropped out: a stronger interaction of the same form raises both parts equally. The share is taken at one ion energy and counts the energy given to primary recoils, those struck by the ion itself. It is not the fraction of energy that ends as heat, because energetic recoils also pass energy to lattice vibrations through their later collisions.

## (c) Which recoils carry the stopping, and why must $m$ be below one?

*Find the recoil energy that divides the stopping into equal halves. Examine hard spheres and the case $m=1$.*

**Solution.** Setting $F=1/2$ in (5) gives

$$T_{1/2}=T_{\max}\,2^{-1/(1-m)} . \tag{6}$$

For $m=1/3$ this is $2^{-3/2}T_{\max}=0.354\,T_{\max}$. Half the stopping then comes from recoils that take more than about a third of the greatest possible energy.

Hard spheres with contact distance $D$ give a simple limit. Reflection at contact means $b=D\cos(\theta/2)$, so (2) gives $T/T_{\max}=1-b^2/D^2$. Equal areas $d(\pi b^2)$ thus correspond to equal intervals of $T$, and the cross section is uniform in $T$. This is the $T$-dependence of (1) with $m=-1$, and at fixed $E$ the share is $(T_d/T_{\max})^2$. Hard spheres make soft recoils unimportant; a larger $m$ gives them more weight.

At $m=1$ the integrand $T\,d\sigma$ varies as $dT/T$, and a lower cutoff $T_0$ is needed. The share becomes

$$F=\frac{\ln(T_d/T_0)}{\ln(T_{\max}/T_0)} .$$

For $T_d/T_{\max}=4\times10^{-4}$ it is 0.58 when $T_0/T_{\max}=10^{-8}$ and 0.79 when $T_0/T_{\max}=10^{-16}$. It tends to one as $T_0\to0$, because both logarithms grow without bound while their difference stays fixed. For $m>1$ the integral diverges as a power at small $T$, and the share again tends to one. Equation (5) therefore needs $m<1$.

## (d) How many recoils exceed the threshold?

*For $0<m<1$, express the cross section for $T>T_d$ through $S$.*

**Solution.** Integrating (1) without the energy weight gives

$$\sigma(>T_d)=CE^{-m}\int_{T_d}^{T_{\max}}T^{-1-m}dT=\frac{CE^{-m}}{m}\left(T_d^{-m}-T_{\max}^{-m}\right).$$

From (4), $CE^{-m}=(1-m)S\,T_{\max}^{m-1}$. Substituting this and taking $T_{\max}^{-m}$ out of the bracket,

$$\sigma(>T_d)=\frac{1-m}{m}\,\frac{S}{T_{\max}}\left[\left(\frac{T_d}{T_{\max}}\right)^{-m}-1\right]. \tag{7}$$

This grows without bound as $T_d\to0$. In the model the ion makes infinitely many soft collisions, yet they carry a finite energy. A small share of the stopping is thus compatible with a large share of the collisions.

## (e) What is the share over the whole path?

*An ion enters with energy $E_0$ and slows to rest by nuclear collisions alone. Take $0<m<1$, with $m$ and $C$ constant. Average the share over the energy lost, first for continuous slowing.*

**Solution.** Let $\xi=T_d/(\gamma E_0)$ and $y=E/E_0$. At energy $E$ the ratio of threshold to greatest recoil energy is $\xi/y$. For $y<\xi$ every recoil is subthreshold, so

$$\bar F=\int_0^{\xi}dy+\int_{\xi}^{1}\left(\frac{\xi}{y}\right)^{1-m}dy
=\xi+\xi^{1-m}\,\frac{1-\xi^m}{m}
=\xi+\frac{\xi^{1-m}-\xi}{m}. \tag{8}$$

For $\xi\ll1$ this approaches $\xi^{1-m}/m$, which is $1/m$ times the share at entry. The path share is larger because $T_{\max}$ falls as the ion slows.

Continuous slowing is doubtful here, since (6) shows that large single losses matter. For equal masses the correction can be found. Let $f(E)$ be the mean energy that the ion, from energy $E$ down to rest, gives to subthreshold recoils. Collisions change the remaining amount from $f(E)$ to $f(E-T)$, so the balance per path length is

$$\int\left[f(E)-f(E-T)\right]d\sigma=S(<T_d).$$

For $E\gg T_d$ try $f=BE^m$. With $T=Et$ the powers of $E$ match on both sides, and

$$BJ=\frac{T_d^{1-m}}{1-m},\qquad J=\int_0^1t^{-1-m}\left[1-(1-t)^m\right]dt .$$

Integrate by parts, using $-t^{-m}/m$ as the integral of $t^{-1-m}$. The boundary term is $-1/m$ at $t=1$ and vanishes at $t=0$. The remaining integral is a beta function:

$$J=-\frac1m+\int_0^1t^{-m}(1-t)^{m-1}dt=-\frac1m+\frac{\pi}{\sin\pi m}.$$

Continuous slowing replaces $1-(1-t)^m$ by its small-$t$ form $mt$, which gives $J_c=m/(1-m)$. For $m=1/3$, $J=0.628$ and $J_c=0.500$. To leading order in $T_d/E_0$, large single losses therefore reduce the path share to $0.500/0.628=0.80$ of its continuous-slowing value.

## (f) Silver ions in silver

*Evaluate the results for 100 keV silver ions in silver, with $m=1/3$ and $T_d=40$ eV.*

**Solution.** Equal masses give $\gamma=1$ and $T_{\max}=100$ keV. Then

$$\frac{T_d}{T_{\max}}=\frac{40}{100000}=4.0\times10^{-4},\qquad F=(4.0\times10^{-4})^{2/3}=0.0054 .$$

Recoils below threshold carry 0.54 % of the nuclear stopping at entry. In the power law, half of the stopping comes from recoils above $0.354\times100=35$ keV; the ZBL potential introduced below puts this energy at about 31 keV.

The share needs no value of $S$, but the recoil count does. A separate potential supplies it: the universal potential of Ziegler, Biersack and Littmark (ZBL), a screened Coulomb repulsion between atoms of atomic numbers $Z_1$ and $Z_2$,

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\phi(r/a),\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

Here $a_0$ is the Bohr radius. For silver $Z_1=Z_2=47$ and $a=0.00966$ nm. The energy of relative motion is $E_c=M_2E/(M_1+M_2)=50$ keV. Conservation of energy and angular momentum gives $d\varphi/dr=b/\left(r^2\sqrt{1-V/E_c-b^2/r^2}\right)$ for the orbit angle $\varphi$. Counting both halves of the orbit from the closest approach $r_0$,

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} . \tag{9}$$

Numerical integration of (9), and then of $T\,2\pi b\,db$ with (2), by Gauss-Legendre quadrature gives $S=65.0$ eV nm². A rough lattice constant of 0.409 nm, with four atoms per cubic cell, gives $N=58.5$ nm⁻³. The nuclear stopping power is $NS=3.80$ keV/nm, of which the power law assigns about 21 eV/nm to subthreshold recoils.

Equation (7) now gives

$$\sigma(>T_d)=2\times\frac{65.0}{100000}\times(13.57-1)=0.0163\ \text{nm}^2 ,$$

or $N\sigma=0.96$ displacing primary recoils per nm. The same formula with 35 keV in place of $T_d$ has the bracket $\sqrt2-1=0.414$ and gives 0.031 recoils per nm, one per 32 nm. Half of the mean loss rate thus comes from rare events, and individual ions can differ widely from the mean.

Over the whole path, (8) gives 1.5 %, which is 2.85 times the entry share. The factor 0.80 from part (e) lowers this to about 1.2 %. Both values assume that $m=1/3$ holds down to rest and that no energy goes to electrons. For silver they are too high, because screening makes the effective $m$ smaller as the ion slows: with the ZBL potential, continuous slowing gives a path share of about 0.8 % instead of 1.5 %.

## (g) How far can the number be trusted?

*Size the main approximations, and set the model beside real silver.*

**Solution.** First consider the extrapolation to hard collisions. For $V=K/r^3$, full scattering from (9) gives a share of 0.42 % at the same $T_d/T_{\max}$, or 0.78 of the power-law value. The strength $K$ does not matter, because it sets only the length scale. Between $T_d/T_{\max}=10^{-6}$ and $10^{-4}$ the computed share grows with exponent 0.667, in agreement with $1-m=2/3$. For this potential the extrapolation therefore spoils the prefactor, while the exponent survives at small $T_d$.

The ZBL potential, which is itself a model and not a measurement, gives a share of 0.38 %. Equation (5) would return this value with $m=0.29$. The ZBL count of displacing recoils, $N\pi b^2$ at the impact parameter where $T=T_d$, is also 0.96 per nm. That agreement holds for this energy and threshold, with $S$ matched. It does not show that (1) is equally good for every quantity, since the shares differ by 30 % of the power-law value.

The choice of exponent matters more: with the other inputs fixed, $m=1/2$ raises the share to 2.0 %. A small ratio raised to a power is sensitive to that power. This value shows the sensitivity only: for the ZBL potential at this energy, the local exponent, one minus the logarithmic slope of the share against recoil energy, runs from about 0.2 near $T_d$ to about 0.37 at 30 keV, so $m=1/2$ is too large over that range.

An energy of 100 keV is ordinary for an ion implanter, and 40 eV is a rough typical threshold for silver. In a real crystal the threshold depends on the recoil direction. A rough range of 25 to 60 eV moves the power-law share from 0.40 % to 0.71 %. Real ions also lose energy to electrons. The Lindhard-Scharff model, with $v_0$ the Bohr speed, has

$$S_e=\frac{8\pi a_0e^2}{4\pi\varepsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}$$

and gives 0.68 keV/nm for a silver mass of 107.87 u, or 0.18 of the nuclear stopping. This leaves $F$ unchanged as a share of nuclear stopping, but as a share of the combined loss it becomes $0.543/1.18=0.46$ %. The model also assumes a random target. A beam aligned with open rows of a crystal can be channelled and avoid close collisions; that effect is not sized here.

Treating collisions as separate pairs is reasonable for this share. In the ZBL calculation a 40 eV recoil occurs at $b=0.072$ nm. One atom per path length $N^{-1/3}$ corresponds to a disc of radius $N^{-1/3}/\sqrt\pi=0.145$ nm, and larger impact parameters supply 0.004 % of the stopping, about a hundredth of the ZBL subthreshold part. This holds at the entry energy. Slow ions reach further, and in the ZBL path share of part (f) such impact parameters supply about a tenth, so the pair picture is weaker there.

At 300 K the mean thermal kinetic energy $\tfrac32k_BT_{\text{lat}}$, with $T_{\text{lat}}$ the lattice temperature, is 0.039 eV. Adding momenta gives a cross term in the final energy of an atom that receives 40 eV. It is $2\sqrt{40\times0.039}=2.5$ eV for an atom of mean thermal energy moving along the recoil, and its root mean square over a classical thermal distribution is $2\sqrt{40\times k_BT_{\text{lat}}/2}=1.4$ eV. Its mean is zero for random thermal directions, and its size is well inside the threshold range above. The ratio of ion energy to rest energy is $1.0\times10^{-6}$, so relativity is negligible.

For these conditions the subthreshold share at entry is a few tenths of a percent: 0.54 % from the power law with $m=1/3$, 0.38 % from the ZBL potential, and 0.40 % to 0.71 % from the power law over the threshold range. The power-law value is only as good as the exponent put into it, as the 2.0 % from $m=1/2$ shows.
